# Magnetic field that decouples the nuclear spins of a bialkali molecule: a program that tests the result

```python
"""Hyperfine-Zeeman levels of a singlet bialkali molecule in N = 0.

Result under test: for H = c I1.I2 - muN B (g1 I1z + g2 I2z), every eigenstate
has weight >= 1 - eps on one product state |m1 m2> above the field
    B_eps ~ |c| sqrt(K/eps) / (|g1-g2| muN),   K = (a b + mu1 mu2)/2,
with mu_i the smallest |m_i|, a = I1(I1+1)-mu1^2, b = I2(I2+1)-mu2^2.
Symbols: c scalar spin-spin coupling, g1 and g2 shielded nuclear g factors,
muN nuclear magneton, x = (g1-g2) muN B / c the reduced field.
"Lost weight" is 1 minus the largest product-state weight of an eigenstate.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.optimize import brentq


def spin_matrices(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


def pair_operators(s1, s2):
    one1 = np.eye(int(round(2 * s1)) + 1)
    one2 = np.eye(int(round(2 * s2)) + 1)
    first = [np.kron(op, one2) for op in spin_matrices(s1)]
    second = [np.kron(one1, op) for op in spin_matrices(s2)]
    return first, second, sum(p @ q for p, q in zip(first, second))


# Model parameters; energies in eV
I1, I2 = 1.5, 3.5
g1, g2 = 1.8, 0.7
c = 7.0e-11
B_rot = 2.0e-6
quad1, quad2 = -4.0e-9, 2.0e-10
tensor = 1.0e-12
muN = pc['nuclear magneton in eV/T'][0]
tesla_per_x = c / ((g1 - g2) * muN)

J1, J2, dot_c = pair_operators(I1, I2)
dot = dot_c.real
m1 = np.diag(J1[2]).real
m2 = np.diag(J2[2]).real
M = m1 + m2
dim = len(M)


def solve_blocks(matrix):
    """Rows: M, energy, index of dominant product state, lost weight."""
    rows, gaps = [], []
    for total in np.unique(M):
        idx = np.where(M == total)[0]
        energy, vec = np.linalg.eigh(matrix[np.ix_(idx, idx)])
        weight = vec**2
        for k in range(len(idx)):
            top = np.argmax(weight[:, k])
            others = np.delete(weight[:, k], top).sum()
            rows.append((total, energy[k], idx[top], others))
        if len(idx) > 1:
            gaps.append(np.diff(energy).min())
    return rows, min(gaps)


def reduced(x):
    return dot - x * np.diag(m1)


def worst(x):
    return max(r[3] for r in solve_blocks(reduced(x))[0])


def spin_hamiltonian(B, ga=g1, gb=g2):
    return c * dot - muN * B * np.diag(ga * m1 + gb * m2)


# Zero-field multiplets against direct diagonalization
totals = np.arange(abs(I1 - I2), I1 + I2 + 1)
zero_levels = c / 2 * (totals * (totals + 1) - I1 * (I1 + 1) - I2 * (I2 + 1))
expected = np.sort(np.repeat(zero_levels, (2 * totals + 1).astype(int)))
assert np.allclose(np.linalg.eigvalsh(spin_hamiltonian(0.0)) / c,
                   expected / c, atol=1e-10)

# Equal g factors keep the total nuclear spin good; unequal ones do not
total_square = sum((p + q) @ (p + q) for p, q in zip(J1, J2)).real


def commutator_size(ga, gb):
    h = spin_hamiltonian(0.1, ga, gb) / c
    return np.abs(h @ total_square - total_square @ h).max()


assert commutator_size(g1, g1) < 1e-8 < 1.0 < commutator_size(g1, g2)

# Stretched states are exact eigenstates at any field
for sign in (1, -1):
    k = np.where(M == sign * (I1 + I2))[0][0]
    column = spin_hamiltonian(0.05)[:, k] / c
    value = I1 * I2 - sign * muN * 0.05 * (g1 * I1 + g2 * I2) / c
    assert abs(column[k] - value) < 1e-9
    assert np.abs(np.delete(column, k)).max() < 1e-12

# Two-state edge block: gap and minor weight
for x in (-10.0, 0.0, 1.0, I2 - I1, 10.0):
    pair = [r for r in solve_blocks(reduced(x))[0] if r[0] == I1 + I2 - 1]
    detuning = I2 - I1 - x
    gap = np.sqrt(detuning**2 + 4 * I1 * I2)
    assert abs(pair[1][1] - pair[0][1] - gap) < 1e-10
    assert abs(pair[0][3] - (1 - abs(detuning) / gap) / 2) < 1e-10
edge_zero = [r[3] for r in solve_blocks(reduced(0.0))[0]
             if r[0] == I1 + I2 - 1][0]
edge_equal = [r[3] for r in solve_blocks(reduced(I2 - I1))[0]
              if r[0] == I1 + I2 - 1][0]

# High-field lost weight and energy: check the order of the error
alpha = I1 * (I1 + 1) - m1**2
beta = I2 * (I2 + 1) - m2**2
A_up = (alpha - m1) * (beta + m2)
A_down = (alpha + m1) * (beta - m2)


def high_field_errors(x):
    p = 0.25 * (A_up / (x + m1 - m2 + 1)**2 + A_down / (x + m1 - m2 - 1)**2)
    e = m1 * m2 - x * m1 + (alpha * m2 - beta * m1) / (2 * x)
    rows = solve_blocks(reduced(x))[0]
    assert len({r[2] for r in rows}) == dim
    return (max(abs(r[3] - p[r[2]]) for r in rows),
            max(abs(r[1] - e[r[2]]) for r in rows))


err_near, err_far = high_field_errors(200.0), high_field_errors(400.0)
weight_ratio = err_near[0] / err_far[0]
energy_ratio = err_near[1] / err_far[1]
assert 13 < weight_ratio < 20
assert 3.4 < energy_ratio < 4.7


# Worst-state constant K against sums of squared matrix elements
def K_formula(s1, s2):
    low1, low2 = (s1 % 1), (s2 % 1)
    return 0.5 * ((s1 * (s1 + 1) - low1**2) * (s2 * (s2 + 1) - low2**2)
                  + low1 * low2)


for s1 in (1.0, 1.5, 2.5, 3.5, 4.0):
    for s2 in (1.0, 1.5, 2.5, 3.5, 4.0):
        coupling = pair_operators(s1, s2)[2].real
        off = coupling - np.diag(np.diag(coupling))
        assert abs((off**2).sum(axis=0).max() - K_formula(s1, s2)) < 1e-9
K = K_formula(I1, I2)

# Threshold fields; no level crossing inside a block on the scan
scan = np.concatenate(([0.0], np.geomspace(0.05, 5000.0, 400)))
scan_worst = np.array([worst(x) for x in scan])
min_gap = min(solve_blocks(reduced(x))[1] for x in scan)
assert min_gap > 1.0
assert abs(worst(7.0) - worst(-7.0)) < 1e-10


def threshold(eps):
    last = np.where(scan_worst > eps)[0][-1]
    return brentq(lambda x: worst(x) - eps, scan[last], scan[last + 1],
                  xtol=1e-10)


k_worst = np.where((m1 == -0.5) & (m2 == 0.5))[0][0]
offset = 2 * A_down[k_worst] / (A_up[k_worst] + A_down[k_worst])
x_fine = threshold(1e-4)
assert abs(x_fine - np.sqrt(K / 1e-4) - offset) < 0.2
x_star = threshold(0.01)
B_star = x_star * tesla_per_x
assert abs(np.sqrt(K / 0.01) / x_star - 1) < 0.03
star_rows = solve_blocks(spin_hamiltonian(B_star))[0]
worst_row = max(star_rows, key=lambda r: r[3])
assert worst_row[2] == k_worst and abs(worst_row[3] - 0.01) < 1e-7

# The same field from a calculation wholly in atomic units
c_au = c / pc['Hartree energy in eV'][0]
muN_au = 1 / (2 * pc['proton-electron mass ratio'][0])
B_star_au = x_star * c_au / ((g1 - g2) * muN_au)
B_unit = pc['atomic unit of mag. flux density'][0]
assert abs(B_star_au * B_unit / B_star - 1) < 1e-7

# Larger model with N = 0 and N = 2; angular integrals by quadrature
z_nodes, z_weights = np.polynomial.legendre.leggauss(8)
phi = np.arange(16) * 2 * np.pi / 16
Z, PHI = np.meshgrid(z_nodes, phi, indexing='ij')
W = (np.repeat(z_weights[:, None], 16, axis=1) / 32).ravel()
rho = np.sqrt(1 - Z**2)
n = [(rho * np.cos(PHI)).ravel(), (rho * np.sin(PHI)).ravel(), Z.ravel()]
r15 = np.sqrt(15)
harmonics = np.array([np.ones_like(W), r15 * n[0] * n[1], r15 * n[1] * n[2],
                      r15 * n[2] * n[0], np.sqrt(5) / 2 * (3 * n[2]**2 - 1),
                      r15 / 2 * (n[0]**2 - n[1]**2)])
assert np.allclose((harmonics * W) @ harmonics.T, np.eye(6), atol=1e-12)


def full_model(B, qa, qb, t):
    h = np.kron(np.diag([0.0] + [6 * B_rot] * 5), np.eye(dim)) + 0j
    h += np.kron(np.eye(6), spin_hamiltonian(B))
    fa = qa / (4 * I1 * (2 * I1 - 1))
    fb = qb / (4 * I2 * (2 * I2 - 1))
    for i in range(3):
        for j in range(3):
            rank2 = 3 * n[i] * n[j] - (i == j)
            rot = (harmonics * (W * rank2)) @ harmonics.T
            spin = (fa * J1[i] @ J1[j] + fb * J2[i] @ J2[j]
                    - t * J1[i] @ J2[j])
            h += np.kron(rot, spin)
    assert np.abs(h - h.conj().T).max() < 1e-20
    energy, vec = np.linalg.eigh(h)
    return energy[:dim], np.abs(vec[:dim, :dim])**2


def common_shift(q, s):
    return -q**2 * (s + 1) * (2 * s + 3) / (480 * B_rot * s * (2 * s - 1))


bare = np.linalg.eigvalsh(spin_hamiltonian(B_star))
full_energy, full_weight = full_model(B_star, quad1, quad2, tensor)
shifts = full_energy - bare
shift_formula = common_shift(quad1, I1) + common_shift(quad2, I2)
spread = np.abs(shifts - shifts.mean()).max()
assert abs(shifts.mean() / shift_formula - 1) < 5e-3
assert spread < 1e-3 * c
single = full_model(B_star, quad1, 0.0, 0.0)[0] - bare
single_spread = np.abs(single - single.mean()).max()
assert single_spread < 1e-2 * abs(single.mean())
full_worst = (1 - full_weight.max(axis=0)).max()
assert abs(full_worst - 0.01) < 1e-4

# Report
print(f"spins I1, I2: {I1}, {I2}; g1, g2: {g1}, {g2}")
print(f"scalar coupling c = {c:.3e} eV")
print(f"nuclear magneton = {muN:.6e} eV/T")
print(f"field at x = 1: {tesla_per_x:.5e} T")
for total, level in zip(totals, zero_levels):
    print(f"zero field, total spin {total:.0f}: E = {level:.4e} eV")
print(f"edge M = {I1 + I2 - 1:.0f}, minor weight at B = 0: {edge_zero:.4f}")
print(f"edge equal-mixing field = {(I2 - I1) * tesla_per_x:.5e} T")
print(f"edge minor weight at that field: {edge_equal:.4f}")
print(f"smallest gap inside a block on scan = {min_gap * c:.4e} eV")
print(f"largest lost weight at 0 T: {worst(0.0):.4f}")
for field in (0.002, 0.01, 0.03, 0.1, 0.3):
    print(f"largest lost weight at {field} T: "
          f"{worst(field / tesla_per_x):.5f}")
print(f"K = {K:.4f}; A+ = {A_up[k_worst]:.1f}, A- = {A_down[k_worst]:.1f}")
print(f"offset in x = {offset:.4f}")
for eps in (0.1, 0.01, 0.001):
    x_eps = threshold(eps)
    lead = np.sqrt(K / eps)
    print(f"eps {eps}: x numerical {x_eps:.4f}, leading {lead:.4f}, "
          f"corrected {lead + offset:.4f}")
    print(f"  B numerical {x_eps * tesla_per_x:.5f} T, "
          f"leading {lead * tesla_per_x:.5f} T")
print(f"1% field = {B_star:.5f} T = {B_star_au:.5e} atomic units")
print(f"worst state there: m1 = {m1[k_worst]}, m2 = {m2[k_worst]}")
for total, energy, k, lost in star_rows:
    if total == 0:
        print(f"M=0 level ({m1[k]:+.1f},{m2[k]:+.1f}): "
              f"{energy:.6e} eV, lost weight {lost:.6f}")
print(f"error ratio on doubling x: weight {weight_ratio:.3f}, "
      f"energy {energy_ratio:.3f}")
print(f"B_rot = {B_rot:.2e} eV, tensor coupling = {tensor:.2e} eV")
print(f"eqQ1 = {quad1:.2e} eV, eqQ2 = {quad2:.2e} eV")
print(f"common shift: full {shifts.mean():.5e} eV, "
      f"formula {shift_formula:.5e} eV")
print(f"spread about common shift = {spread:.3e} eV")
print(f"spread with eqQ1 alone = {single_spread:.3e} eV")
print(f"largest lost weight at 1% field, full model: {full_worst:.6f}")
print("finished without a failed check")
```

Running it gives:

```
spins I1, I2: 1.5, 3.5; g1, g2: 1.8, 0.7
scalar coupling c = 7.000e-11 eV
nuclear magneton = 3.152451e-08 eV/T
field at x = 1: 2.01863e-03 T
zero field, total spin 2: E = -4.7250e-10 eV
zero field, total spin 3: E = -2.6250e-10 eV
zero field, total spin 4: E = 1.7500e-11 eV
zero field, total spin 5: E = 3.6750e-10 eV
edge M = 4, minor weight at B = 0: 0.3000
edge equal-mixing field = 4.03726e-03 T
edge minor weight at that field: 0.5000
smallest gap inside a block on scan = 1.5983e-10 eV
largest lost weight at 0 T: 0.6786
largest lost weight at 0.002 T: 0.67792
largest lost weight at 0.01 T: 0.62612
largest lost weight at 0.03 T: 0.12860
largest lost weight at 0.1 T: 0.01140
largest lost weight at 0.3 T: 0.00125
K = 27.2500; A+ = 64.0, A- = 45.0
offset in x = 0.8257
eps 0.1: x numerical 16.7748, leading 16.5076, corrected 17.3333
  B numerical 0.03386 T, leading 0.03332 T
eps 0.01: x numerical 52.8568, leading 52.2015, corrected 53.0272
  B numerical 0.10670 T, leading 0.10538 T
eps 0.001: x numerical 165.8477, leading 165.0757, corrected 165.9014
  B numerical 0.33479 T, leading 0.33323 T
1% field = 0.10670 T = 4.53936e-07 atomic units
worst state there: m1 = -0.5, m2 = 0.5
M=0 level (+1.5,-1.5): -5.721809e-09 eV, lost weight 0.003722
M=0 level (+0.5,-0.5): -1.874302e-09 eV, lost weight 0.009398
M=0 level (-0.5,+0.5): 1.838179e-09 eV, lost weight 0.010000
M=0 level (-1.5,+1.5): 5.407933e-09 eV, lost weight 0.004326
error ratio on doubling x: weight 16.003, energy 4.025
B_rot = 2.00e-06 eV, tensor coupling = 1.00e-12 eV
eqQ1 = -4.00e-09 eV, eqQ2 = 2.00e-10 eV
common shift: full -8.34259e-14 eV, formula -8.34226e-14 eV
spread about common shift = 2.593e-15 eV
spread with eqQ1 alone = 5.250e-17 eV
largest lost weight at 1% field, full model: 0.010000
finished without a failed check
```
